**Numerical test of the elastic kinematic factor**

For a projectile of mass M1 scattered through a laboratory angle θ by a free atom of mass M2 > M1 at rest, the energy ratio is K = [(μ cosθ + R)/(1 + μ)]², with μ = M1/M2 and R = √(1 − μ² sin²θ). The program finds the outgoing speed numerically from the conservation laws and asserts that it agrees with this formula, that the positive solution is unique, and that K rises with M2 at the derived rate. It also asserts that no solution exists for backscattering from equal or lighter atoms, and it tests the results at 90° and 180° and the heavy-target limit. Separate integrations of Newton's equations under two repulsive forces give the same K at the angles reached and recover the target masses. For 2000 keV helium-4 ions at 170°, the output shows returned energies rising from 505 keV for carbon-12 to 1845 keV for gold-197. The energy step for a target 2 u heavier shrinks from 118 keV to 1.5 keV over the same range. A relativistic solution changes the returned energies by less than 0.2 keV.

## Check in Python

```python
"""Elastic scattering of a projectile (mass M1) from a free atom at rest (mass M2).

Result under test, for M2 > M1 and laboratory scattering angle theta:
    K = E1/E0 = x^2,  x = v1/v0 = (mu*cos(theta) + R)/(1 + mu)
    mu = M1/M2,  R = sqrt(1 - mu^2 sin(theta)^2)
and K rises with M2 at fixed theta:  dK/dM2 = x*mu*D/(R*M2),
    D = 1 + x^2 - 2*x*cos(theta) = (recoil momentum / initial momentum)^2.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.constants import physical_constants


def formula(m1, m2, theta):
    """Return mu, R, x, K, D from the derived expressions."""
    mu = m1 / m2
    root = np.sqrt(1 - (mu * np.sin(theta))**2)
    x = (mu * np.cos(theta) + root) / (1 + mu)
    return mu, root, x, x**2, 1 + x**2 - 2 * x * np.cos(theta)


def energy_excess(x, m1, m2, theta):
    """Final minus initial energy over E0, recoil fixed by vector momentum."""
    px = m1 * (1 - x * np.cos(theta))
    py = -m1 * x * np.sin(theta)
    final = 0.5 * m1 * x**2 + (px**2 + py**2) / (2 * m2)
    return final / (0.5 * m1) - 1


def speed_from_laws(m1, m2, theta):
    """Outgoing speed ratio found numerically from the conservation laws."""
    return brentq(energy_excess, 0, 1, args=(m1, m2, theta),
                  xtol=1e-14, rtol=1e-14)


def yukawa_force(r):
    return np.exp(-r) * (1 / r**2 + 1 / r)


def gaussian_force(r):
    return 4 * r * np.exp(-r**2)


def collide(m1, m2, force, impact):
    """Integrate Newton's equations; return scattering angle and v1/v0."""
    def rhs(t, s):
        sep = s[0:2] - s[4:6]
        r = np.hypot(sep[0], sep[1])
        f = force(r) * sep / r
        return np.concatenate((s[2:4], f / m1, s[6:8], -f / m2))
    start = [-40.0, impact, 1.0, 0.0, 0.0, 0.0, 0.0, 0.0]
    sol = solve_ivp(rhs, (0, 100), start, method="DOP853",
                    rtol=1e-11, atol=1e-12, max_step=0.5)
    assert sol.success
    vx, vy = sol.y[2, -1], sol.y[3, -1]
    return abs(np.arctan2(vy, vx)), np.hypot(vx, vy)


def relativistic_energy(t0, rest1, rest2, theta):
    """Outgoing kinetic energy with relativistic conservation laws (MeV)."""
    p0 = np.sqrt(t0**2 + 2 * t0 * rest1)

    def excess(t1):
        p1 = np.sqrt(t1**2 + 2 * t1 * rest1)
        q2 = p0**2 + p1**2 - 2 * p0 * p1 * np.cos(theta)
        return t1 + q2 / (np.sqrt(rest2**2 + q2) + rest2) - t0
    return brentq(excess, 0, t0, xtol=1e-13)


M_HE = 4.0
E0 = 2000.0
THETA = np.radians(170.0)
TARGETS = [("C-12", 12.0), ("Si-28", 28.0), ("Cu-63", 63.0), ("Au-197", 197.0)]

# The formula, its slope and the number of roots against the bare laws.
for degrees in (30, 60, 90, 120, 170, 180):
    angle = np.radians(degrees)
    speeds = []
    for m2 in np.geomspace(4.4, 250, 40):
        x_law = speed_from_laws(M_HE, m2, angle)
        speeds.append(x_law)
        mu, root, x, k, d = formula(M_HE, m2, angle)
        assert abs(x - x_law) < 1e-11
        h = 1e-4 * m2
        numeric = (speed_from_laws(M_HE, m2 + h, angle)**2
                   - speed_from_laws(M_HE, m2 - h, angle)**2) / (2 * h)
        assert abs(numeric / (x * mu * d / (root * m2)) - 1) < 1e-4
        grid = np.linspace(0, 3, 3001)
        signs = np.sign(energy_excess(grid + 1e-7, M_HE, m2, angle))
        assert np.count_nonzero(np.diff(signs)) == 1
    speeds = np.array(speeds)
    assert np.all(np.diff(speeds) > 0)
    if degrees >= 90:
        transfer = 1 + speeds**2 - 2 * speeds * np.cos(angle)
        assert np.all(np.diff(transfer) > 0) and transfer.max() < 4

# Backscattering from an equal or lighter atom is impossible.
for m2 in (1.0, 2.0, 3.0, 4.0):
    for degrees in (95, 120, 150, 180):
        trial = np.linspace(1e-5, 3, 3000)
        assert np.all(energy_excess(trial, M_HE, m2, np.radians(degrees)) > 0)

# Special angles.
for name, m2 in TARGETS:
    ratio = (m2 - M_HE) / (m2 + M_HE)
    assert abs(speed_from_laws(M_HE, m2, np.pi)**2 - ratio**2) < 1e-11
    assert abs(speed_from_laws(M_HE, m2, np.pi / 2)**2 - ratio) < 1e-11

# Heavy-target limit: the relative error must vanish in proportion to mu.
errors = []
for m2 in (4000.0, 8000.0):
    loss = 1 - speed_from_laws(M_HE, m2, THETA)**2
    errors.append(loss / (2 * M_HE / m2 * (1 - np.cos(THETA))) - 1)
assert abs(errors[1]) < 2e-3 and abs(errors[0] / errors[1] - 2) < 0.02

print("projectile He-4: mass %.0f u, E0 = %.0f keV, angle %.0f deg"
      % (M_HE, E0, np.degrees(THETA)))
print("cos(theta) = %.5f, sin(theta) = %.5f" % (np.cos(THETA), np.sin(THETA)))
u_mev = physical_constants["atomic mass constant energy equivalent in MeV"][0]
energies, slopes, steps = [], [], []
for name, m2 in TARGETS:
    mu, root, x, k, d = formula(M_HE, m2, THETA)
    e1 = E0 * k
    slope = E0 * x * mu * d / (root * m2)
    step = E0 * formula(M_HE, m2 + 2, THETA)[3] - e1
    rel = 1000 * relativistic_energy(E0 / 1000, M_HE * u_mev, m2 * u_mev, THETA)
    approx_loss = 2 * mu * (1 - np.cos(THETA))
    assert abs(rel - e1) < 1.0
    energies.append(e1)
    slopes.append(slope)
    steps.append(step)
    print("%s: mu = %.5f, R = %.5f, x = %.5f, K = %.5f" % (name, mu, root, x, k))
    print("  E1 = %.1f keV, recoil energy = %.1f keV" % (e1, E0 - e1))
    print("  D = %.4f, recoil momentum / initial momentum = %.4f"
          % (d, np.sqrt(d)))
    print("  loss 1-K = %.5f, heavy-limit estimate = %.5f" % (1 - k, approx_loss))
    print("  slope dE1/dM2 = %.3f keV/u, step for +2 u = %.2f keV" % (slope, step))
    print("  relativistic minus non-relativistic E1 = %.3f keV" % (rel - e1))
assert np.all(np.diff(energies) > 0)
assert np.all(np.diff(slopes) < 0) and np.all(np.diff(steps) < 0)
print("E1(Au-197) - E1(C-12) = %.1f keV" % (energies[-1] - energies[0]))

# Full two-body motion under two different repulsive forces.
print("trajectories (scaled units, M1 = 1, v0 = 1):")
for label, force, impact in (("Yukawa", yukawa_force, 0.2),
                             ("Gaussian", gaussian_force, 0.3)):
    for name, m2 in TARGETS:
        angle, speed = collide(1.0, m2 / M_HE, force, impact)
        k = formula(M_HE, m2, angle)[3]
        d = 1 + speed**2 - 2 * speed * np.cos(angle)
        mass = M_HE * d / (1 - speed**2)
        assert angle > np.pi / 2
        assert abs(speed**2 - k) < 1e-7
        assert abs(mass / m2 - 1) < 1e-5
        print("  %s, %s: angle %.2f deg, K motion %.6f, K formula %.6f, M2 %.3f u"
              % (label, name, np.degrees(angle), speed**2, k, mass))

print("every check passed")
```

It prints:

```
projectile He-4: mass 4 u, E0 = 2000 keV, angle 170 deg
cos(theta) = -0.98481, sin(theta) = 0.17365
C-12: mu = 0.33333, R = 0.99832, x = 0.50254, K = 0.25255
  E1 = 505.1 keV, recoil energy = 1494.9 keV
  D = 2.2424, recoil momentum / initial momentum = 1.4975
  loss 1-K = 0.74745, heavy-limit estimate = 1.32321
  slope dE1/dM2 = 62.709 keV/u, step for +2 u = 117.58 keV
  relativistic minus non-relativistic E1 = -0.101 keV
Si-28: mu = 0.14286, R = 0.99969, x = 0.75163, K = 0.56495
  E1 = 1129.9 keV, recoil energy = 870.1 keV
  D = 3.0454, recoil momentum / initial momentum = 1.7451
  loss 1-K = 0.43505, heavy-limit estimate = 0.56709
  slope dE1/dM2 = 23.364 keV/u, step for +2 u = 44.40 keV
  relativistic minus non-relativistic E1 = -0.132 keV
Cu-63: mu = 0.06349, R = 0.99994, x = 0.88145, K = 0.77695
  E1 = 1553.9 keV, recoil energy = 446.1 keV
  D = 3.5131, recoil momentum / initial momentum = 1.8743
  loss 1-K = 0.22305, heavy-limit estimate = 0.25204
  slope dE1/dM2 = 6.242 keV/u, step for +2 u = 12.15 keV
  relativistic minus non-relativistic E1 = -0.093 keV
Au-197: mu = 0.02030, R = 0.99999, x = 0.96050, K = 0.92255
  E1 = 1845.1 keV, recoil energy = 154.9 keV
  D = 3.8144, recoil momentum / initial momentum = 1.9530
  loss 1-K = 0.07745, heavy-limit estimate = 0.08060
  slope dE1/dM2 = 0.755 keV/u, step for +2 u = 1.50 keV
  relativistic minus non-relativistic E1 = -0.038 keV
E1(Au-197) - E1(C-12) = 1340.0 keV
trajectories (scaled units, M1 = 1, v0 = 1):
  Yukawa, C-12: angle 130.40 deg, K motion 0.317425, K formula 0.317425, M2 12.000 u
  Yukawa, Si-28: angle 136.32 deg, K motion 0.608910, K formula 0.608910, M2 28.000 u
  Yukawa, Cu-63: angle 137.97 deg, K motion 0.801210, K formula 0.801210, M2 63.000 u
  Yukawa, Au-197: angle 138.69 deg, K motion 0.931347, K formula 0.931347, M2 197.000 u
  Gaussian, C-12: angle 130.85 deg, K motion 0.316121, K formula 0.316121, M2 12.000 u
  Gaussian, Si-28: angle 137.67 deg, K motion 0.606102, K formula 0.606102, M2 28.000 u
  Gaussian, Cu-63: angle 139.65 deg, K motion 0.799244, K formula 0.799244, M2 63.000 u
  Gaussian, Au-197: angle 140.54 deg, K motion 0.930557, K formula 0.930557, M2 197.000 u
every check passed
```
